# Extended phase graphs: exact echo amplitudes without isochromat sampling error: test program

```python
"""Extended phase graphs (EPG) tested against sums over isochromats.

Result under test: if the precession angle theta per interval is uniform on a
full circle, then M+ = Mx + i My = sum_k F_k exp(i k theta) and
Mz = sum_k Z_k exp(i k theta) evolve by closed rules, and the signal is F_0.
N equally spaced isochromats give sum_m F_(mN) exp(i m N theta0) instead,
which equals F_0 after n intervals whenever N > n.

Symbols: alpha = flip angle, phi = azimuth of the pulse axis (right-handed
rotation), tau = interval, T1 and T2 = relaxation times, M0 = 1.
A state array has rows F_k, conj(F_-k), Z_k and columns k = 0, 1, 2, ...
A pulse list holds (alpha, phi) or None for the start of each interval.
"""
import time
import numpy as np
from scipy.linalg import expm
from scipy.spatial.transform import Rotation


def pulse_matrix(alpha, phi):
    c2, s2 = np.cos(alpha / 2) ** 2, np.sin(alpha / 2) ** 2
    s, p = np.sin(alpha), np.exp(1j * phi)
    return np.array([[c2, p**2 * s2, -1j * p * s],
                     [s2 / p**2, c2, 1j * s / p],
                     [-0.5j * s / p, 0.5j * p * s, np.cos(alpha)]])


def epg(pulses, times, order_limit=None):
    """Return states after each interval, states after each pulse, and the
    number of triplets on which pulses acted."""
    tau, t1, t2 = times
    e1, e2 = np.exp(-tau / t1), np.exp(-tau / t2)
    state = np.array([[0], [0], [1]], dtype=complex)
    history, after_pulse, updates = [state], [], 0
    for j, pulse in enumerate(pulses):
        if pulse is not None:
            state = pulse_matrix(*pulse) @ state
            updates += state.shape[1]
        after_pulse.append(state)
        size = state.shape[1]
        new = np.zeros((3, size + 1), dtype=complex)
        new[0, 1:] = e2 * state[0]
        new[1, :size - 1] = e2 * state[1, 1:]
        new[2, :size] = e1 * state[2]
        new[0, 0] = np.conj(new[1, 0])
        new[2, 0] += 1 - e1
        if order_limit is not None:
            new = new[:, :order_limit(j + 1) + 1]
        state = new
        history.append(state)
    return history, after_pulse, updates


def F(state, k):
    if abs(k) >= state.shape[1]:
        return 0j
    return state[0, k] if k >= 0 else np.conj(state[1, -k])


def isochromats(pulses, times, theta):
    """Real magnetization vectors; M+ of each isochromat after each interval."""
    tau, t1, t2 = times
    e1 = np.exp(-tau / t1)
    factor = np.exp(-tau / t2) * np.exp(1j * theta)
    m = np.zeros((3, len(theta)))
    m[2] = 1
    signal = np.zeros((len(pulses) + 1, len(theta)), dtype=complex)
    for j, pulse in enumerate(pulses):
        if pulse is not None:
            alpha, phi = pulse
            axis = np.array([np.cos(phi), np.sin(phi), 0])
            m = Rotation.from_rotvec(alpha * axis).as_matrix() @ m
        transverse = (m[0] + 1j * m[1]) * factor
        m = np.array([transverse.real, transverse.imag, e1 * m[2] + 1 - e1])
        signal[j + 1] = transverse
    return signal, m


def bloch_direct(pulses, times, theta):
    """One isochromat from matrix exponentials of the Bloch generator."""
    tau, t1, t2 = times
    w = theta / tau
    free = np.array([[-1 / t2, -w, 0, 0], [w, -1 / t2, 0, 0],
                     [0, 0, -1 / t1, 1 / t1], [0, 0, 0, 0]])
    v = np.array([0.0, 0.0, 1.0, 1.0])
    for pulse in pulses:
        if pulse is not None:
            a, phi = pulse
            c, s = np.cos(phi), np.sin(phi)
            turn = np.array([[0, 0, s, 0], [0, 0, -c, 0],
                             [-s, c, 0, 0], [0, 0, 0, 0]])
            v = expm(a * turn) @ v
        v = expm(free * tau) @ v
    return v[:3]


def grid(n_iso, offset=0.0):
    return offset + 2 * np.pi * np.arange(n_iso) / n_iso


def echo_train(n_echo, flip, phase):
    pulses = [None] * (2 * n_echo)
    pulses[0] = (np.pi / 2, 0.0)
    for j in range(1, 2 * n_echo, 2):
        pulses[j] = (flip, phase)
    return pulses


T1, T2 = 600.0, 80.0                      # ms
print(f"T1 = {T1:.0f} ms, T2 = {T2:.0f} ms, M0 = 1")

# --- Three pulses: five echoes, closed formulas against isochromats ---
TAU3 = 10.0                               # ms, one interval
times3 = (TAU3, T1, T2)
n1, n2 = 1, 3                             # pulse separations in intervals
tau1, tau2 = n1 * TAU3, n2 * TAU3


def three_pulses(flips, phases):
    pulses = [None] * (2 * (n1 + n2))
    for j, a, p in zip((0, n1, n1 + n2), flips, phases):
        pulses[j] = (a, p)
    return pulses


def five_echoes(flips, phases):
    a1, a2, a3 = flips
    p1, p2, p3 = phases
    s1, s2, s3 = np.sin(flips)
    h2, h3 = np.sin(a2 / 2) ** 2, np.sin(a3 / 2) ** 2
    z = 1 + (np.cos(a1) - 1) * np.exp(-tau1 / T1)
    ph = lambda x: np.exp(1j * x)
    return {
        "primary": (2 * n1, 1j * s1 * h2 * ph(2 * p2 - p1)
                    * np.exp(-2 * tau1 / T2)),
        "stimulated": (2 * n1 + n2, 0.5j * s1 * s2 * s3 * ph(p3 + p2 - p1)
                       * np.exp(-2 * tau1 / T2 - tau2 / T1)),
        "primary refocused": (2 * n2, -1j * s1 * h2 * h3
                              * ph(2 * p3 - 2 * p2 + p1)
                              * np.exp(-2 * tau2 / T2)),
        "FID 2 refocused": (n1 + 2 * n2, 1j * z * s2 * h3 * ph(2 * p3 - p2)
                            * np.exp(-2 * tau2 / T2)),
        "FID 1 refocused": (2 * (n1 + n2), 1j * s1 * (1 - h2) * h3
                            * ph(2 * p3 - p1)
                            * np.exp(-2 * (tau1 + tau2) / T2)),
    }


example = (np.radians([90, 60, 60]), np.zeros(3))
generic = (np.radians([70, 100, 50]), np.radians([20, 75, -40]))
for flips, phases in (example, generic):
    pulses = three_pulses(flips, phases)
    hist, _, _ = epg(pulses, times3)
    iso = isochromats(pulses, times3, grid(64, 0.2))[0].mean(axis=1)
    formulas = five_echoes(flips, phases)
    for step, value in formulas.values():
        assert abs(value - iso[step]) < 1e-12
        assert abs(F(hist[step], 0) - iso[step]) < 1e-12
    echo_steps = {step for step, _ in formulas.values()}
    for step in range(1, len(pulses) + 1):
        if step not in echo_steps:
            assert abs(iso[step]) < 1e-12

pulses = three_pulses(*example)
hist, after, _ = epg(pulses, times3)
print("Three pulses about x, flips (deg):", np.degrees(example[0]).round(1))
print(f"tau1 = {tau1:.0f} ms, tau2 = {tau2:.0f} ms")
print(f"interval factors: E1 = {np.exp(-TAU3/T1):.5f}, "
      f"E2 = {np.exp(-TAU3/T2):.5f}")
print(f"before pulse 2: Im F(+1) = {F(hist[n1], 1).imag:.5f}, "
      f"Z(0) = {hist[n1][2, 0].real:.5f} M0")
st = after[n1]
print(f"after pulse 2: Im F(+1) = {F(st, 1).imag:.5f}, "
      f"Im F(-1) = {F(st, -1).imag:.5f} M0")
print(f"after pulse 2: Im F(0) = {F(st, 0).imag:.5f}, "
      f"Z(0) = {st[2, 0].real:.5f}, Z(1) = {st[2, 1].real:.5f} M0")
print(f"before pulse 3: Z(1) = {hist[n1 + n2][2, 1].real:.5f} M0")
print(f"after pulse 3: Im F(-1) = {F(after[n1 + n2], -1).imag:.5f} M0")
for name, (step, _) in five_echoes(*example).items():
    print(f"echo {name}: t = {step*TAU3:.0f} ms, "
          f"My = {F(hist[step], 0).imag:+.5f} M0")

# --- Echo train: full configuration spectrum and direct Bloch check ---
TAU = 5.0                                 # ms, half the echo spacing
times = (TAU, T1, T2)
n_echo, flip = 10, np.radians(120)
n = 2 * n_echo
cpmg = echo_train(n_echo, flip, np.pi / 2)
cp = echo_train(n_echo, flip, 0.0)
hist, _, _ = epg(cpmg, times)
hist_cp, _, _ = epg(cp, times)

_, m_one = isochromats(cpmg, times, np.array([0.7]))
assert np.max(np.abs(m_one[:, 0] - bloch_direct(cpmg, times, 0.7))) < 1e-11

theta = grid(64)
sig, m_end = isochromats(cpmg, times, theta)
for k in range(-n, n + 1):
    wave = np.exp(-1j * k * theta)
    assert abs(np.mean(sig[n] * wave) - F(hist[n], k)) < 1e-12
    z_k = hist[n][2, abs(k)]
    z_k = z_k if k >= 0 else np.conj(z_k)
    assert abs(np.mean(m_end[2] * wave) - z_k) < 1e-12

spin_part = np.sin(flip / 2) ** 4 * np.exp(-4 * TAU / T2)
stim_part = 0.5 * np.sin(flip) ** 2 * np.exp(-2 * TAU / T2 - 2 * TAU / T1)
sig_cp = isochromats(cp, times, theta)[0]
assert abs(-sig[4].mean().imag - (spin_part + stim_part)) < 1e-12
assert abs(-sig_cp[4].mean().imag - (spin_part - stim_part)) < 1e-12
print(f"Echo train: {n_echo} echoes, spacing {2*TAU:.0f} ms, "
      f"refocusing {np.degrees(flip):.0f} deg, n = {n} intervals")
print(f"echo 2 parts: spin {spin_part:.5f}, stimulated {stim_part:.5f} M0")
print("signal along -y in M0: axis y (parallel), axis x, exp(-t/T2)")
for e in range(1, n_echo + 1):
    print(f"echo {e:2d}: {-F(hist[2*e], 0).imag:+.5f} "
          f"{-F(hist_cp[2*e], 0).imag:+.5f} {np.exp(-2*e*TAU/T2):.5f}")

# --- Aliasing of equally spaced isochromats ---
offset = 0.3
for n_iso in (6, 8, 11, 12, 16, 20, 21):
    sampled = isochromats(cpmg, times, grid(n_iso, offset))[0].mean(axis=1)
    for step in range(1, n + 1):
        reach = step // n_iso
        alias = sum(F(hist[step], m * n_iso) * np.exp(1j * m * n_iso * offset)
                    for m in range(-reach, reach + 1))
        assert abs(sampled[step] - alias) < 1e-12
    plain = isochromats(cpmg, times, grid(n_iso))[0].mean(axis=1)
    error = max(abs(plain[s] - F(hist[s], 0)) for s in range(2, n + 1, 2))
    if n_iso == n:
        assert error > 1e-8
    if n_iso == n + 1:
        assert error < 1e-13
    print(f"N = {n_iso:2d} equally spaced: largest echo error {error:.1e} M0")
print(f"|F({n})| after {n} intervals = {abs(F(hist[n], n)):.2e} M0")

# --- Random isochromats: root-mean-square error at the last echo ---
rng = np.random.default_rng(7)
n_random, n_batches = 100, 2000
power = sum(abs(F(hist[n], k)) ** 2 for k in range(-n, n + 1) if k != 0)
predicted = np.sqrt(power / n_random)
random_sig = isochromats(cpmg, times,
                         rng.uniform(0, 2 * np.pi, n_random * n_batches))[0][n]
means = random_sig.reshape(n_batches, n_random).mean(axis=1)
observed = np.sqrt(np.mean(np.abs(means - F(hist[n], 0)) ** 2))
# 2000 batches leave a statistical scatter of about two percent
assert abs(observed / predicted - 1) < 0.08
needed = power / (0.01 * abs(F(hist[n], 0))) ** 2
print(f"random N = {n_random}, last echo: rms error predicted "
      f"{predicted:.5f}, observed {observed:.5f} M0")
print(f"random N for 1 % rms error at last echo: {needed:.0f}")

# --- Pruning: orders that cannot return may be dropped, no more ---
n_short = 12
every = [(np.radians(50), np.radians(58.5 * j * j)) for j in range(n_short)]
reference = isochromats(every, times, grid(n_short + 1))[0].mean(axis=1)
half = n_short // 2
kept = epg(every, times, lambda j: half)[0]
cut = epg(every, times, lambda j: half - 1)[0]
assert max(abs(F(kept[s], 0) - reference[s])
           for s in range(1, n_short + 1)) < 1e-12
loss = abs(F(cut[n_short], 0) - reference[n_short])
assert loss > 1e-3
print(f"n = {n_short}, 50 deg pulse each interval: cut at order {half - 1} "
      f"gives error {loss:.5f} M0")

# --- Cost at equal accuracy, one pulse per interval ---
n_long = 600
long_train = [(np.radians(30), np.pi * (j % 2)) for j in range(n_long)]


def best_time(task):
    spans = []
    for _ in range(3):
        start = time.perf_counter()
        result = task()
        spans.append(time.perf_counter() - start)
    return min(spans), result


t_epg, (h_long, _, count_epg) = best_time(
    lambda: epg(long_train, times, lambda j: n_long - j))
t_iso, (s_long, _) = best_time(
    lambda: isochromats(long_train, times, grid(n_long + 1)))
s_mean = s_long.mean(axis=1)
gap = max(abs(F(h_long[s], 0) - s_mean[s]) for s in range(1, n_long + 1))
assert gap < 1e-11
assert count_epg == n_long**2 // 4 + n_long
count_iso = n_long * s_long.shape[1]
# real multiplications: complex 3x3 product plus scaling of three complex
# numbers, against real 3x3 product plus one complex and one real product
mult_epg, mult_iso = 9 * 4 + 3 * 2, 9 + 4 + 1
print(f"Cost test: n = {n_long} intervals, 30 deg pulses, "
      f"N = {s_long.shape[1]} isochromats")
print(f"largest signal difference: {gap:.1e} M0")
print(f"updates: EPG {count_epg} triplets, isochromats {count_iso} vectors")
print(f"real multiplications per update: EPG {mult_epg}, "
      f"isochromats {mult_iso}")
print(f"real multiplications in all: EPG {mult_epg*count_epg:.3e}, "
      f"isochromats {mult_iso*count_iso:.3e}")
print(f"run time here: EPG {1e3*t_epg:.1f} ms, isochromats {1e3*t_iso:.1f} ms")
print("done: every assertion held")
```

It prints:

```
T1 = 600 ms, T2 = 80 ms, M0 = 1
Three pulses about x, flips (deg): [90. 60. 60.]
tau1 = 10 ms, tau2 = 30 ms
interval factors: E1 = 0.98347, E2 = 0.88250
before pulse 2: Im F(+1) = -0.88250, Z(0) = 0.01653 M0
after pulse 2: Im F(+1) = -0.66187, Im F(-1) = 0.22062 M0
after pulse 2: Im F(0) = -0.01431, Z(0) = 0.00826, Z(1) = -0.38213 M0
before pulse 3: Z(1) = -0.36350 M0
after pulse 3: Im F(-1) = 0.31480 M0
echo primary: t = 20 ms, My = +0.19470 M0
echo stimulated: t = 50 ms, My = +0.27781 M0
echo primary refocused: t = 60 ms, My = -0.02952 M0
echo FID 2 refocused: t = 70 ms, My = +0.00169 M0
echo FID 1 refocused: t = 80 ms, My = +0.06898 M0
Echo train: 10 echoes, spacing 10 ms, refocusing 120 deg, n = 20 intervals
echo 2 parts: spin 0.43808, stimulated 0.32547 M0
signal along -y in M0: axis y (parallel), axis x, exp(-t/T2)
echo  1: +0.66187 -0.66187 0.88250
echo  2: +0.76354 +0.11261 0.77880
echo  3: +0.59296 +0.26871 0.68729
echo  4: +0.55585 -0.29860 0.60653
echo  5: +0.50226 +0.08493 0.53526
echo  6: +0.44523 +0.11932 0.47237
echo  7: +0.38927 -0.14528 0.41686
echo  8: +0.36749 +0.01894 0.36788
echo  9: +0.31016 +0.11016 0.32465
echo 10: +0.29002 -0.12594 0.28650
N =  6 equally spaced: largest echo error 8.1e-02 M0
N =  8 equally spaced: largest echo error 6.8e-02 M0
N = 11 equally spaced: largest echo error 2.5e-04 M0
N = 12 equally spaced: largest echo error 1.9e-02 M0
N = 16 equally spaced: largest echo error 3.2e-04 M0
N = 20 equally spaced: largest echo error 2.7e-07 M0
N = 21 equally spaced: largest echo error 2.2e-16 M0
|F(20)| after 20 intervals = 2.73e-07 M0
random N = 100, last echo: rms error predicted 0.01334, observed 0.01345 M0
random N for 1 % rms error at last echo: 2117
n = 12, 50 deg pulse each interval: cut at order 5 gives error 0.00904 M0
Cost test: n = 600 intervals, 30 deg pulses, N = 601 isochromats
largest signal difference: 1.1e-16 M0
updates: EPG 90600 triplets, isochromats 360600 vectors
real multiplications per update: EPG 42, isochromats 14
real multiplications in all: EPG 3.805e+06, isochromats 5.048e+06
run time here: EPG 15.2 ms, isochromats 46.3 ms
done: every assertion held
```
